# Fermi energy of a two-valley silicon subband, and where it applies

## Problem

A sheet of phosphorus donors in (001) silicon supplies $n=10^{13}\ \mathrm{cm^{-2}}$ mobile electrons. Their motion along the normal $z$ is quantized; their motion in the plane is free.

(a) Suppose that all the electrons occupy one subband, formed from two equivalent valleys with isotropic in-plane mass $m=0.19\,m_e$. Find the Fermi energy at zero temperature, measured from the subband bottom. Take the band as parabolic and the valleys as degenerate, and leave out disorder and electron-electron corrections.

(b) Decide whether the supposition of part (a) holds for a donor sheet deep inside thick silicon, and for the same sheet at the centre of a silicon film 4 nm thick.

The working units are nm and eV, in which $\hbar^2/2m_e=0.03810\ \mathrm{eV\,nm^2}$ and $n=0.1\ \mathrm{nm^{-2}}$.

## A tempting solution

In a square of area $A$ with periodic boundary conditions, the allowed wave vectors form a grid with one point per area $(2\pi)^2/A$. At zero temperature the electrons fill a disc of radius $k_F$. Each point holds two electrons, one per spin, so

$$
n=\frac{2}{A}\,\frac{\pi k_F^2}{(2\pi)^2/A}=\frac{k_F^2}{2\pi},\qquad k_F^2=2\pi n .
$$

The Fermi energy would then be

$$
\frac{\hbar^2k_F^2}{2m}=\frac{0.03810\times 2\pi\times0.1}{0.19}\ \mathrm{eV}=126\ \mathrm{meV}.
$$

## The fault

The error lies in the words "each point holds two electrons". They treat one subband as one set of plane waves.

The conduction band of silicon has six equivalent minima, two on each cubic axis. Near a minimum the mass is heavy, about $0.92\,m_e$, along that axis and light, $0.19\,m_e$, across it. Confinement along $z$ costs less kinetic energy when the mass along $z$ is heavy, so the two minima on the $z$ axis give the lowest level. These are the front valleys. Both in-plane directions are light for them, hence the isotropic mass $0.19\,m_e$.

The two front valleys have the same confinement energy in this model, but their states are distinct. Each valley brings its own grid of in-plane wave vectors, measured from its own minimum, so each grid point stands for four states: two spins times two valleys. If both valleys were filled up to 126 meV, they would hold $2\times10^{13}\ \mathrm{cm^{-2}}$, twice the given density.

## Solution of part (a)

With spin factor $g_s=2$ and valley factor $g_v=2$, the count is

$$
n=g_sg_v\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g_sg_v}{4\pi}k_F^2=\frac{k_F^2}{\pi},
\qquad k_F=\sqrt{\pi n}.
$$

Hence $k_F=\sqrt{0.3142}\ \mathrm{nm^{-1}}=0.5605\ \mathrm{nm^{-1}}$, a Fermi wavelength $2\pi/k_F$ of 11.2 nm. The energy is

$$
E_F=\frac{\hbar^2k_F^2}{2m}=\frac{\pi\hbar^2 n}{2m}
=\frac{0.03810\times0.3142}{0.19}\ \mathrm{eV}=63.0\ \mathrm{meV},
$$

or $2.315\times10^{-3}$ hartree.

The density of states gives the same result. The number of states per area below energy $E$ is $g_sg_vk^2/4\pi$ with $k^2=2mE/\hbar^2$. Its derivative with respect to $E$ is

$$
D=\frac{g_sg_v\,m}{2\pi\hbar^2}=1.587\times10^{14}\ \mathrm{eV^{-1}\,cm^{-2}},
$$

which does not depend on energy. Therefore $E_F=n/D=10^{13}/(1.587\times10^{14})\ \mathrm{eV}=63\ \mathrm{meV}$.

A direct count avoids the replacement of a grid by a continuous disc. A square of side 2000 nm holds 400,000 electrons at this density. Placing them one by one in the lowest plane-wave states of two valleys puts the highest filled state at 62.98 meV.

### When the two valleys split

A sharp confining potential couples the valleys and separates their bottoms by some energy $\Delta$. Each valley has density of states $D/2$. Let $E$ be the Fermi level above the lower bottom. If both valleys are occupied,

$$
n=\frac D2E+\frac D2(E-\Delta)=DE-\frac{D\Delta}{2}
\quad\Longrightarrow\quad E=E_F+\frac{\Delta}{2}.
$$

Occupation of the upper valley requires $E>\Delta$, which means $\Delta<2E_F$. A trial splitting of 10 meV gives 68 meV. For $\Delta\ge 2E_F=126$ meV the upper valley is empty, and $n=DE/2$ gives $E=126$ meV. The tempting answer therefore belongs to a different system, one with a single occupied valley.

### Temperature and band shape

At temperature $T$ the chemical potential $\mu$, measured from the subband bottom, follows from

$$
n=D\int_0^\infty\frac{dE}{1+e^{(E-\mu)/k_BT}}
=D\Big[-k_BT\ln\!\big(1+e^{-(E-\mu)/k_BT}\big)\Big]_0^\infty
=Dk_BT\ln\!\big(1+e^{\mu/k_BT}\big).
$$

Dividing by $D$, using $n/D=E_F$ and exponentiating gives

$$
\mu=k_BT\ln\!\big(e^{E_F/k_BT}-1\big).
$$

For $k_BT\ll E_F$ this tends to $E_F$ with an exponentially small correction; at 77 K the value is still 63.0 meV. For $k_BT\gg E_F$ it becomes $k_BT\ln(E_F/k_BT)$, the result for a dilute classical gas. At 300 K, $k_BT=25.85$ meV and $\mu=60.6$ meV, provided that no other subband is within thermal reach.

The band also departs from a parabola. A simple description is $E(1+\alpha E)=\hbar^2k^2/2m$, with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$. Here $E$ counts from the bulk band edge. If the kinetic energy of confinement is neglected, the density fixes $k_F$, so the right side at the Fermi level is still the parabolic $E_F$. The positive root of $\alpha E^2+E-E_F=0$ is

$$
E=\frac{\sqrt{1+4\alpha E_F}-1}{2\alpha}=61.1\ \mathrm{meV}.
$$

Confinement strengthens the correction, because its kinetic energy adds to the right side both at the subband bottom and at the Fermi level. With the 25.5 meV of a hard-walled 4 nm film, the difference of the two roots is 59.7 meV.

## Solution of part (b)

The supposition holds at zero temperature if every other subband starts more than 63 meV above the first. There are two kinds of competitor: the second front level, and the first level of the four side valleys, whose minima lie on the in-plane axes.

A side valley has the light mass along $z$, which raises its confinement energy. In the plane its masses are $0.19$ and $0.92$. The states below energy $E$ fill an ellipse with semi-axes $\sqrt{2m_1E}/\hbar$ and $\sqrt{2m_2E}/\hbar$, of area $2\pi\sqrt{m_1m_2}\,E/\hbar^2$. The mass that enters the density of states is therefore $\sqrt{0.19\times0.92}\,m_e=0.418\,m_e$. With four valleys instead of two,

$$
D_{\rm side}=\frac{4\times0.418}{2\times0.19}\,D=4.40\,D=6.98\times10^{14}\ \mathrm{eV^{-1}\,cm^{-2}}.
$$

Once the side subband lies below the Fermi level, it takes up electrons 4.4 times as fast per unit energy as the front subband.

### Thick silicon

Consider first the donor sheet without the screening by its own electrons. Gauss's law gives a field $en/2\varepsilon$ on each side. With relative permittivity 11.7 this is 0.773 MV/cm, so the potential energy is $V=F|z|$ with $F=0.0773$ eV/nm. For mass $m_z$ along the normal,

$$
-\frac{\hbar^2}{2m_z}\psi''+F|z|\psi=E\psi .
$$

Set $z=\ell s$ with $\ell^3=\hbar^2/(2m_zF)$. For $s>0$, division by $F\ell$ gives $-\psi''+s\psi=\epsilon\psi$, where $\epsilon=E/(F\ell)$. The decaying solution is the Airy function $\mathrm{Ai}(s-\epsilon)$. The lowest state is even and smooth at the centre, so $\mathrm{Ai}'(-\epsilon)=0$, whose smallest root is $\epsilon=1.019$. Since $F\ell=(\hbar^2F^2/2m_z)^{1/3}$,

$$
E_1=1.019\left(\frac{\hbar^2F^2}{2m_z}\right)^{1/3}.
$$

This gives 64.0 meV for the front valleys ($m_z=0.92\,m_e$) and 108.2 meV for the side valleys ($m_z=0.19\,m_e$). The gap of 44 meV is already smaller than the required 63 meV.

The electrons also screen the donors, which makes the well shallower. In the Hartree approximation the potential energy obeys

$$
V''(z)=\frac{e^2}{\varepsilon}\big[N_D(z)-n_e(z)\big],
$$

where $N_D$ is the donor density and $n_e$ the electron density, summed over the occupied levels of all six valleys. The sign makes $V$ a minimum at the donors. The Schrödinger and Poisson equations are solved in turn until the density reproduces itself. At 4.2 K, in a box 40 nm wide, the levels above the first front level are:

- first side level: 19.8 meV
- Fermi level: 27.8 meV
- second front level: 40.2 meV

A box of 50 nm, with a coarser grid, gives the same Fermi level to 0.1 meV. The filling can be checked by hand:

$$
\begin{aligned}
n_{\rm front}&=1.587\times10^{14}\times0.0278=4.4\times10^{12}\ \mathrm{cm^{-2}},\\
n_{\rm side}&=6.98\times10^{14}\times(0.0278-0.0198)=5.6\times10^{12}\ \mathrm{cm^{-2}}.
\end{aligned}
$$

The sum is $10^{13}\ \mathrm{cm^{-2}}$. The side valleys hold 56% of the electrons, and the supposition of part (a) fails. In this mean-field model the Fermi energy above the lowest bottom is 28 meV, less than half the one-subband value.

### A film 4 nm thick

Hard walls a distance $W$ apart push the levels away from each other. If the potential between them is flat, the levels are $\pi^2\hbar^2j^2/(2m_zW^2)$ with $j=1,2,\dots$ The two competing gaps for $W=4$ nm are

$$
\begin{aligned}
\text{second front level:}\quad&\frac{3\pi^2\times0.03810}{0.92\times16}\ \mathrm{eV}=77\ \mathrm{meV},\\
\text{first side level:}\quad&\frac{\pi^2\times0.03810}{16}\left(\frac1{0.19}-\frac1{0.92}\right)\mathrm{eV}=98\ \mathrm{meV}.
\end{aligned}
$$

Both exceed 63 meV. The smaller gap falls as $1/W^2$ and reaches 63 meV at $W=4\sqrt{77/63}\ \mathrm{nm}\approx4.4$ nm. This is the flat-potential estimate of the greatest thickness that keeps one subband at this density. The donor sheet widens this gap, and in the Hartree model with hard walls the limit moves to about 5 nm.

The Hartree calculation with the donor sheet at the centre gives gaps of 88 and 99 meV. First-order perturbation theory accounts for the different shifts. The donors make the potential lowest at the centre, where the first front state has its greatest density and the second has a node; their gap widens. The first side state has the same density profile as the first front state in the flat well, so to first order both move together. At 4.2 K all the electrons, to the printed 0.1%, are in the first front subband, and the Fermi energy is 63.0 meV. Part (a) therefore applies to this hard-walled film, provided that the valley splitting is much smaller than $E_F$ and that disorder blurs the levels by much less than the 25 meV between the Fermi level and the next subband.

The one-subband result does not carry over to room temperature. At 300 K the same film has its chemical potential 42 meV above the first bottom, not the 60.6 meV of the one-subband formula. The first front subband keeps 74% of the electrons, the second front subband has 6%, and the side valleys have 19%. The side level lies more than two $k_BT$ above the chemical potential, but its large density of states makes its thermal tail count. An empty subband at low temperature is thus a weaker condition than an empty subband at the temperature of use.

## What the mean field and the clean layer leave out

Exchange lowers the energy of an electron through its interaction with others of the same spin and valley. For a strictly two-dimensional, unscreened subband the shift at $k=0$ is

$$
\Sigma(0)=-\int_{k'<k_F}\frac{d^2k'}{(2\pi)^2}\,\frac{e^2}{2\varepsilon k'}
=-\frac{e^2}{2\varepsilon}\,\frac{2\pi k_F}{4\pi^2}
=-\frac{e^2k_F}{4\pi\varepsilon}=-69\ \mathrm{meV}.
$$

For a state on the Fermi circle, use polar coordinates centred on that state. The disc then extends a distance $2k_F\cos\theta$ in direction $\theta$, for $|\theta|<\pi/2$, and

$$
\Sigma(k_F)=-\frac{e^2}{2\varepsilon}\,\frac{1}{4\pi^2}\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta
=-\frac{e^2k_F}{2\pi^2\varepsilon}=\frac2\pi\,\Sigma(0)=-44\ \mathrm{meV}.
$$

The bottom sinks 25 meV more than the Fermi level, so bare exchange would widen the filled energy range from 63 to 88 meV. The finite thickness of the layer reduces both shifts by nearly the same amount, to $-56.1$ and $-32.5$ meV for the lowest state of a 4 nm hard-walled film, so their difference stays near 24 meV. Screening, which is not computed here, reduces them further. The shifts remain a warning for thick silicon, where the decisive gaps are only 8 to 20 meV: the Hartree division between front and side valleys could change appreciably once exchange and correlation are included.

Disorder matters as much. A rough mobility $\mu_e=100\ \mathrm{cm^2/Vs}$ corresponds to a scattering time $\tau=m\mu_e/e=10.8$ fs. If collisions scatter about equally in all directions, the same time sets the level width, $\hbar/\tau=61$ meV; if small deflections dominate, the width is larger. The mean free path is $l=\hbar k_F\tau/m$, so

$$
k_Fl=\frac{\hbar k_F^2\tau}{m}=\frac{2E_F}{\hbar/\tau}=\frac{2\times63.0}{60.9}=2.1 .
$$

An electron travels about a third of a Fermi wavelength between collisions. At this mobility the subband bottom is blurred by about as much as the Fermi energy itself, so the 63 meV is a measure of filling, not a distance from a sharp band bottom. The same width exceeds the 25 meV between the Fermi level of the 4 nm film and its second front level. In a film this disordered the higher subbands would hold some of the electrons even at low temperature, and the single-subband conclusion of part (b) could not be relied on.

## Beside real layers

Dense phosphorus delta layers in silicon have of the order of $10^{14}$ donors per $\mathrm{cm^2}$, so the density used here is low for that technology. At $10^{13}\ \mathrm{cm^{-2}}$ the donors are about 3.2 nm apart, comparable to the film thickness, and the Hartree Fermi level in thick silicon lies only 19 meV below the bulk band edge, whereas an isolated phosphorus donor binds its electron by about 45 meV. Smearing the donors into a uniform sheet and treating every electron as mobile is therefore a rough approximation at this density. The masses and permittivity are usual rounded values for silicon; the mobility is an assumed round figure, not derived for this sheet, and the 10 meV valley splitting is a trial value. For a layer buried in thick silicon, the assumption of a single subband fails already in the Hartree model, where giving it up moves the answer from 63 to 28 meV. The field beside the bare sheet exceeds the rough breakdown field of bulk silicon, about 0.3 MV/cm, but it acts over a very short distance. The computed well is 97 meV deep, far less than the gap of about 1.1 eV, so an electron crossing it cannot gain enough energy to create an electron-hole pair. In a real thin film the barriers are finite and the thickness varies; neither effect is included in the film result. Wave functions that leak into the barriers have lower confinement energies. The side valleys, with their light mass along $z$, are lowered most, and their first level can come down close to the Fermi level: with an oxide-like barrier of 3.15 eV and barrier mass $0.5\,m_e$, the Hartree gap to the first side level falls from 99 to 64 meV, about 1 meV above the Fermi level. The single-subband result at 4 nm therefore holds for hard walls, and a real film may have to be thinner. The numerical output lists the values for both geometries.

## Calculated quantities

```
Sheet density: 1.0e+13 cm^-2
In-plane mass: 0.19 m_e
Heavy mass: 0.92 m_e
Side-valley in-plane DOS mass: 0.418 m_e
Relative permittivity: 11.7
hbar^2/(2 m_e): 0.03810 eV nm^2
DOS, one two-valley subband: 1.5874e+14 eV^-1 cm^-2
Fermi wave number: 0.5605 nm^-1
Fermi wavelength: 11.21 nm
Fermi energy, formula: 63.00 meV
Fermi energy, formula: 2.3151e-03 hartree
Fermi energy, counted states: 62.98 meV
Fermi energy if valley factor forgotten: 125.99 meV
kT at 300 K: 25.85 meV
One-subband chemical potential, 77 K: 63.00 meV
One-subband chemical potential, 300 K: 60.63 meV
Trial valley splitting: 10.0 meV
Fermi level above lower valley, formula: 68.00 meV
Fermi level above lower valley, counted: 67.98 meV
Nonparabolicity: 0.5 eV^-1
Nonparabolic Fermi energy: 61.13 meV
Bare 2D exchange at subband bottom: -69.0 meV
Bare 2D exchange at Fermi edge: -43.9 meV
Rough mobility: 100 cm^2/Vs
Scattering time: 10.8 fs
Level width hbar/tau: 60.9 meV
kF times mean free path: 2.07
Field beside bare donor sheet: 0.773 MV/cm
Bare V well, front 1: 64.0 meV
Bare V well, front 2: 146.8 meV
Bare V well, side 1: 108.2 meV
Thick Si 4.2 K, Fermi level above front 1: 27.8 meV
Thick Si 4.2 K, front 2 above front 1: 40.2 meV
Thick Si 4.2 K, side 1 above front 1: 19.8 meV
Thick Si 4.2 K, share in front 1: 44.2 %
Thick Si 4.2 K, share in front 2: 0.0 %
Thick Si 4.2 K, share in side valleys: 55.8 %
4 nm film 4.2 K, Fermi level above front 1: 63.0 meV
4 nm film 4.2 K, front 2 above front 1: 87.8 meV
4 nm film 4.2 K, side 1 above front 1: 98.6 meV
4 nm film 4.2 K, share in front 1: 100.0 %
4 nm film 4.2 K, share in front 2: 0.0 %
4 nm film 4.2 K, share in side valleys: 0.0 %
4 nm film 300 K, Fermi level above front 1: 42.2 meV
4 nm film 300 K, front 2 above front 1: 88.7 meV
4 nm film 300 K, side 1 above front 1: 98.7 meV
4 nm film 300 K, share in front 1: 74.4 %
4 nm film 300 K, share in front 2: 6.3 %
4 nm film 300 K, share in side valleys: 19.3 %
Thick Si, Hartree well depth: 96.8 meV
Thick Si, Fermi level in second box: 27.8 meV
```
